The Morse oscillator: Laguerre solution, quadratic levels and the bound-state count

Entry 1. What dimensions fix

A diatomic molecule of reduced mass μ, without rotation (J = 0), has a radial function ψ = r R(r) that obeys a one-dimensional Schrödinger equation. With the Morse potential and x = r − r_e,

−(ħ²/2μ) d²ψ/dx² + D(1 − e^(−ax))² ψ = E ψ,

with E measured from the minimum of the well and D the depth. Except where a wall at r = 0 is imposed (Entry 7 and the end of Entry 8), x runs over the whole real line, although the physical range is r > 0. On the whole line a change of r_e is a translation, so the levels cannot depend on it.

That leaves ħ, μ, D and a: four quantities built from mass, length and time, hence one dimensionless group. The length 1/a sets a kinetic energy scale B, and the group is the ratio of D to it:

B = ħ²a²/(2μ),   λ = √(D/B) = √(2μD)/(aħ).

Every level therefore has the form E_v = B f(v, λ), and the number of bound states is a function of λ alone.

A limit constrains f. Near the minimum V ≈ Da²x², so the force constant is V''(0) = 2Da² and the harmonic quantum, written ω_e as an energy in the spectroscopic manner, is

ω_e = ħ√(2Da²/μ) = 2√(D · ħ²a²/2μ) = 2√(DB) = 2λB = 2D/λ.

For a deep well, λ → ∞ at fixed v, f must approach 2λ(v + ½).

To scale the equation, put z = ax, divide by B, expand (1 − e^(−z))² = 1 − 2e^(−z) + e^(−2z), and write E = D − Bs², which defines s². The constant D/B = λ² cancels between the two sides:

d²ψ/dz² = [λ²e^(−2z) − 2λ²e^(−z) + s²] ψ.   (1)

E is real, so s² is real: s > 0 for E < D, s = 0 at E = D, and s imaginary for E > D.

Entry 2. The simplest case: a state without nodes

Far to the right the bracket in (1) tends to s², which suggests a factor e^(−sz). Far to the left it is dominated by λ²e^(−2z), which is matched by exp(−λe^(−z)), whose logarithmic derivative is λe^(−z). Try the product, g = −sz − λe^(−z), ψ = e^g. Then g' = −s + λe^(−z), g'' = −λe^(−z), and

ψ''/ψ = g'² + g'' = s² − 2sλe^(−z) + λ²e^(−2z) − λe^(−z) = λ²e^(−2z) − (2s + 1)λe^(−z) + s².

This equals the bracket in (1) if (2s + 1)λ = 2λ², that is s = λ − ½. The energy is

E₀ = Bλ² − B(λ − ½)² = B(λ − ¼) = ω_e/2 − B/4.

Test on the harmonic limit. The leading term Bλ is the required ω_e/2. The exponent expands as g = −λ + (λ − s)z − λz²/2 + …, a Gaussian whose coefficient λz²/2 = λa²x²/2 should equal μω_e x²/(2ħ²); indeed μ · 2λB/ħ² = λa².

Test on the shallow limit. The function decays to the right if s > 0, which needs λ > ½. This is the first sign of a finite count.

Entry 3. The general case: Kummer's equation

The two exponentials become powers in the variable

y = 2λe^(−z),   0 < y < ∞.

Large separation is y → 0 and the inner wall is y → ∞. Since dy/dz = −y, d/dz = −θ with θ = y d/dy, and the sign drops out of the second derivative. Also λ²e^(−2z) = y²/4 and 2λ²e^(−z) = λy, so (1) reads

θ²ψ = (y²/4 − λy + s²) ψ.   (2)

The solution of Entry 2 is a constant times P = y^s e^(−y/2). Write ψ = P w(y). Because θP = (s − y/2)P, for any function u one has θ(Pu) = P(θ + s − y/2)u. Apply this twice, noting that θ acting on the factor (s − y/2) gives −y/2:

θ²ψ = P[θ²w + 2(s − y/2)θw + (s − y/2)²w − (y/2)w].

Insert θw = yw', θ²w = y²w'' + yw' and (s − y/2)² = s² − sy + y²/4. The terms s² and y²/4 cancel against the right side of (2), leaving

y²w'' + (2s + 1 − y) y w' + (λ − s − ½) y w = 0.

Dividing by y gives Kummer's equation,

y w'' + (2s + 1 − y) w' + ν w = 0,   ν = λ − s − ½.   (3)

Test: w = 1 solves (3) when ν = 0, which is Entry 2.

Put w = Σ c_k y^k with c₀ = 1. The coefficient of y^k collects (k+1)k c_(k+1) from yw'', (2s+1)(k+1)c_(k+1) − k c_k from the middle term and νc_k from the last:

c_(k+1) = (k − ν) c_k / [(k + 1)(k + 2s + 1)].   (4)

The ratio tends to zero like 1/k, so the series converges for all y. Its sum is called M(−ν, 2s + 1, y), and ψ₁ = P M behaves as a constant times e^(−sz) at large z.

The outer boundary. Equation (1) has no first-derivative term, so a second solution is ψ₂ = ψ₁ ∫ dz/ψ₁², as substitution confirms: with ψ₂ = ψ₁u the equation becomes (ψ₁²u')' = 0. For s > 0 the integral grows as e^(2sz), so ψ₂ grows as e^(+sz) and must be absent; a bound state is a multiple of ψ₁. For s = 0, ψ₁ tends to a constant and ψ₂ to a straight line in z, and no nonzero combination is square integrable. For s = ±ik with k real and nonzero, (4) gives two independent solutions tending to e^(∓ikz); the mean of |A e^(−ikz) + A' e^(ikz)|² is |A|² + |A'|², which does not decay. Bound states therefore need s > 0, that is E < D.

The inner boundary. Suppose s > 0 and ν is not one of 0, 1, 2, …, so that no c_k vanishes. The factor (k − ν)/(k + 2s + 1) tends to 1, so there is a K beyond which it exceeds ¾. From K on, the coefficients share one sign, and |c_(k+1)| > (¾)|c_k|/(k + 1). The numbers (¾)^k/k! obey this recursion with equality, so |c_k| ≥ C (¾)^k/k! for k ≥ K, with C = |c_K| K! (4/3)^K > 0. Summing,

|M| ≥ C e^(3y/4) − (a polynomial of degree below K),

and |ψ₁| grows at least like y^s e^(y/4). Such a function is not normalizable. Hence ν = v with v = 0, 1, 2, …, in which case c_(v+1) = 0 and w is a polynomial of degree v, which e^(−y/2) overcomes. The program sums (4) for s = 1.1 at y = 100 and finds ln|ψ₁| = 34.13 for ν = 1.3 against −41.52 for ν = 1.

The polynomial is the generalized Laguerre polynomial with α = 2s,

L_v^(α)(y) = Σ_(k=0..v) (−1)^k Γ(v+α+1) y^k / [Γ(k+α+1) (v−k)! k!].   (5)

The ratio of successive coefficients in (5) is −(v − k)/[(k + α + 1)(k + 1)], which is (4) with ν = v. So

ψ_v = N_v y^s e^(−y/2) L_v^(2s)(y),   s = λ − v − ½.   (6)

The index 2s changes from level to level.

Entry 4. The levels

Put n = v + ½, so s = λ − n, and use D = Bλ²:

E_v = Bλ² − B(λ² − 2λn + n²) = 2λB n − B n².

With 2λB = ω_e and the name ω_e x_e for B,

E_v = ω_e(v + ½) − ω_e x_e(v + ½)²,   ω_e = 2D/λ,   ω_e x_e = D/λ² = ħ²a²/(2μ).   (7)

This is the function left open in Entry 1: f = 2λn − n². In the Dunham expansion E = Σ Y_k0 (v + ½)^k this model has Y₁₀ = ω_e, Y₂₀ = −ω_e x_e, and no other term at J = 0.

Tests on limits. At v = 0, (7) gives ω_e/2 − B/4, as in Entry 2. The anharmonicity is x_e = B/(2λB) = 1/(2λ), so the quadratic term relative to the linear one is n/(2λ), which vanishes as λ → ∞ at fixed v; the harmonic ladder is recovered.

Differences follow from (n+1)² − n² = 2n + 1 = 2(v + 1):

E_(v+1) − E_v = ω_e − 2B(v + 1).

The spacings fall along a straight line, and the second difference is the constant −2B, which depends on a and μ but not on D. The depth can be rebuilt from the two constants, since ω_e²/(4ω_e x_e) = 4λ²B²/(4B) = D. This relation is a property of the Morse form; nothing here establishes it for another potential. The dissociation energy from the lowest level is D₀ = D − E₀ = B(λ − ½)².

Entry 5. How many levels

The condition s > 0 of Entry 3 restricts v to the integers

0 ≤ v < λ − ½.

The number of such integers is N = ⌈λ − ½⌉, the smallest integer not below λ − ½, when λ > ½, and N = 0 when λ ≤ ½. A Morse well can be too shallow or too narrow for the given mass to bind at all. For large λ, N ≈ λ grows as √(μD)/a.

The cutoff cannot be read from the inequality E < D applied to (7). Since D − E_v = B(λ − n)², the formula is a parabola in n with its top at n = λ, and for n > λ it comes down again and yields numbers below D. There s is negative and y^s is proportional to e^(+|s|z). Unless 2λ is an integer, (6) then grows at large separation and these values belong to no state. If 2λ is an integer, the value at v ≤ 2λ − 1 repeats that of the genuine level 2λ − 1 − v, because n and 2λ − n give the same energy, and it adds no new state; for larger v the formula gives negative values, below the bottom of the well.

The inequality is strict. If λ − ½ is an integer m, the candidate v = m has s = 0. For λ = 3/2 it is e^(−y/2) L_1^(0)(y) = e^(−y/2)(1 − y), which tends to 1 as y → 0, so it is not normalizable, and N = 1.

Test near the thresholds. By the Sturm oscillation theorem the number of levels below D equals the number of nodes of the solution at E = D that decays into the inner wall. The program integrates (1) with s = 0 numerically, which uses neither (3) nor (7), and adds a node when the final straight line is still heading for zero. It finds 0 nodes at λ = 0.3 and 0.495, 1 at 0.505 and 1.45, 2 at 1.55 and 2.45, and 3 at 2.55, each equal to N. At λ = 1.5 it finds one node, as (1 − y) requires, and a flat tail.

Test on the semiclassical side. At E = D the momentum is p = √(2μ(D − V)) = ħaλ√(2u − u²) with u = e^(−z). The inner turning point is u = 2, the outer one lies at u = 0, and dx = −du/(au). Then

(1/πħ) ∫ p dx = (λ/π) ∫₀² √((2 − u)/u) du.

With u = 2 sin²φ, the root is cos φ/sin φ and du = 4 sin φ cos φ dφ, so the integral is ∫₀^(π/2) 4 cos²φ dφ = π, and the action is λ. The Bohr–Sommerfeld rule, action = v + ½, thus places the cutoff at v + ½ = λ as well. The action is finite because D − V falls off exponentially, so that ∫ p dx converges at large x.

Entry 6. Normalization and orthogonality

With dx = −dy/(ay) and α = 2s, the limits reversing to absorb the sign,

∫ ψ_v² dx = (N_v²/a) I,   I = ∫₀^∞ y^(α−1) e^(−y) [L_v^(α)]² dy.

The weight is y^(α−1), one power below the natural weight of L^(α), so I is found by expanding in the family L^(α−1). Three facts are needed.

First, the Rodrigues formula. By the Leibniz rule, with j derivatives on the exponential and k − j on the power,

d^k/dy^k (y^(k+β) e^(−y)) = Σ_j [k!/(j!(k−j)!)] (−1)^j e^(−y) [Γ(k+β+1)/Γ(j+β+1)] y^(j+β).

Comparison with (5) shows that this equals k! y^β e^(−y) L_k^(β).

Second, orthogonality for β > −1. For a polynomial q, integrate by parts k times. Each boundary term contains y to a power of at least β + 1 > 0 times e^(−y), and vanishes at both ends:

∫ y^β e^(−y) L_k^(β) q dy = [(−1)^k/k!] ∫ y^(k+β) e^(−y) q^(k) dy.

If q has degree below k the result is zero, which makes different degrees orthogonal. If q = L_k^(β), its leading coefficient in (5) is (−1)^k/k!, so q^(k) = (−1)^k and the result is Γ(k+β+1)/k!. With β = α − 1 the condition β > −1 is s > 0 once more.

Third, L_v^(α) − L_(v−1)^(α) = L_v^(α−1). The coefficient of (−y)^j/j! on the left, using Γ(v+α+1) = (v+α)Γ(v+α) and 1/(v−1−j)! = (v−j)/(v−j)!, is

Γ(v+α)[(v+α) − (v−j)] / [Γ(j+α+1)(v−j)!] = Γ(v+α) / [Γ(j+α)(v−j)!],

since (α+j)/Γ(j+α+1) = 1/Γ(j+α). This is the coefficient on the right. Starting from L₀ = 1 and adding up, L_v^(α) = Σ_(k=0..v) L_k^(α−1).

Square this sum under the weight y^(α−1)e^(−y). The cross terms vanish and

I = Σ_(k=0..v) Γ(k+α)/k! = Γ(v+α+1)/(α v!).

The last equality holds at v = 0, where Γ(α+1)/α = Γ(α), and the right side increases from v − 1 to v by Γ(v+α)[(v+α) − v]/(α v!) = Γ(v+α)/v!, which is the added term. Finally v + α + 1 = v + (2λ − 2v − 1) + 1 = 2λ − v, so

N_v² = 2s a v! / Γ(2λ − v).   (8)

Tests. For v = 0 the integral is directly I = Γ(2s), and (8) gives a · 2s/Γ(2s + 1) = a/Γ(2s). As s → 0, N_v → 0: the tail e^(−sax) has decay length 1/(as), and the state spreads without bound as it reaches threshold.

Different levels have different α, so Laguerre orthogonality does not relate them. Equation (1) does. For two solutions with parameters s and σ,

d/dz (ψ_s ψ_σ' − ψ_σ ψ_s') = (σ² − s²) ψ_s ψ_σ.   (9)

Integrated over the whole line the left side vanishes, so the overlap is zero when s ≠ σ.

Entry 7. The wall at r = 0

The physical radial function lives on r > 0 and vanishes at r = 0, where z₀ = −a r_e and the Morse potential is finite. A second dimensionless group, a r_e, now enters. The outer boundary still selects ψ₁, but y stops at y₀ = 2λe^(a r_e), and the termination of the series is replaced by

M(−ν, 2σ + 1, y₀) = 0,   ν = λ − σ − ½,

whose roots ν are in general not integers. On the half line, (6) to (8) are approximations.

The shift follows from (9). Let ψ be the whole-line state (parameter s) and χ the half-line state (parameter σ, χ(z₀) = 0). Integrating from z₀ to ∞ leaves the single boundary term −ψ(z₀)χ'(z₀), so

E(half line) − E_v = B(s² − σ²) = B ψ(z₀) χ'(z₀) / ∫ ψ χ dz.

For the nodeless states all three factors are positive and the level rises. In general, a half-line function extended by zero is an admissible trial function on the whole line, so by the min–max principle no level falls and the half-line count cannot exceed N. When the shift is small, χ near the wall is ψ minus a multiple of a solution that behaves as e^(+y/2), chosen to cancel ψ at z₀. Deep in the wall the logarithmic derivatives of the two parts are nearly opposite, so χ'(z₀) ≈ 2ψ'(z₀). Both ψ(z₀) and χ'(z₀) therefore carry the factor e^(−y₀/2), together with powers of y₀: by (6), ψ(z₀) varies as y₀^(λ−1/2) e^(−y₀/2) for large y₀, and the derivative brings one more power. At fixed λ and v the shift therefore becomes proportional to y₀^(2λ) e^(−y₀) in the limit y₀ → ∞. The limit is approached slowly: for λ = 2.9 the ratio of the shift to B y₀^(2λ) e^(−y₀) still rises from 0.033 to 0.053 for v = 0, and from 0.018 to 0.073 for v = 2, as a r_e goes from 1 to 3. The exponential wins in the end, but for large λ the power is far from negligible.

Test where the effect is visible. For λ = 2.9, (7) gives f = 5.8n − n² = 2.65, 6.45, 8.25, and N = ⌈2.4⌉ = 3; grid diagonalization on the whole line returns these three values. With a r_e = 1, y₀ = 15.766, the root of the series and a direct shooting integration from the wall both raise the lowest level by 0.041044 B, about 1.5 percent of E₀ = 2.65 B.

Rotation is a separate limit on the result. For J > 0 the term ħ²J(J+1)/(2μr²) is not a polynomial in y, since r = r_e + ln(2λ/y)/a, and the reduction to (3) does not go through.

Entry 8. Worked example

Take round model parameters D = 40000 cm⁻¹ (4.9594 eV), a = 2 Å⁻¹, μ = 1 u and r_e = 1 Å, with energies in cm⁻¹. They describe no particular molecule, and the decimals serve to compare the formula with the numerical solution of the same model. For this mass ħ²/2μ = 16.85763 cm⁻¹ Å². Then

B = 16.85763 × 2² = 67.4305 cm⁻¹,
λ = √(40000/67.4305) = 24.3558,
ω_e = 2 × 40000/24.3558 = 3284.64 cm⁻¹ (0.4072 eV),
x_e = 1/(2 × 24.3558) = 0.020529.

The curvature of V by finite differences is 320000 cm⁻¹/Å², equal to 2Da², and the action at E = D by quadrature is 24.3558.

The zero-point energy is E₀ = 1642.322 − 67.4305/4 = 1625.464 cm⁻¹ (0.2015 eV), and D₀ = 40000 − 1625.464 = 38374.536 cm⁻¹ (4.7578 eV). The fundamental is 3284.643 − 2 × 67.4305 = 3149.782 cm⁻¹ (0.3905 eV). The first overtone is E₂ − E₀ = 7790.168 − 1625.464 = 6164.704 cm⁻¹.

With λ − ½ = 23.8558 the allowed levels are v = 0 to 23, and N = 24. The top level has s = 0.8558. It is bound by Bs² = 67.43 × 0.8558² ≈ 49.4 cm⁻¹, and its tail decays over 1/(2 × 0.8558) = 0.5843 Å. The last spacing is 39950.619 − 39767.779 = 182.840 cm⁻¹. For v = 24, s = −0.1442 and (7) returns a value 67.43 × 0.1442² ≈ 1.40 cm⁻¹ below D, the first of the spurious values of Entry 5.

The independent solution diagonalizes the Hamiltonian on a sinc grid of 672 points, step 0.025 Å, from x = −0.8 to 15.975 Å. It has 24 eigenvalues below D, and the largest absolute difference from (7) among them is below 10⁻⁹ cm⁻¹, the level of double-precision rounding in the diagonalization. Their second difference is −134.8610 cm⁻¹ = −2B, and the lowest three alone give ω_e²/(4ω_e x_e) = 40000.00 cm⁻¹. The next eigenvalue lies 0.776 cm⁻¹ above D, where the infinite line has no bound state; it is a state of the finite grid, and nothing appears at 1.40 cm⁻¹ below D. The program also asserts that each eigenvector has v nodes and unit overlap with (6), and that the 24 functions normalized by (8) are orthonormal under quadrature.

At r = 0 the potential is 1.63 × 10⁶ cm⁻¹ and y₀ = 2 × 24.3558 × e² = 359.93. The wall condition raises v = 0 by 1.1 × 10⁻⁸⁹ cm⁻¹ and v = 23 by 3.3 × 10⁻⁷⁹ cm⁻¹. The latter is negligible beside the 49.4 cm⁻¹ binding of the top level, so for these parameters the count N = 24 holds on the half line too.

Values computed for the example and the checks

```
s = 1.1, y = 100: ln|psi| = 34.13 for nu = 1.3, -41.52 for nu = 1
lam = 0.3: nodes at E = D: 0, formula count: 0
lam = 0.495: nodes at E = D: 0, formula count: 0
lam = 0.505: nodes at E = D: 1, formula count: 1
lam = 1.45: nodes at E = D: 1, formula count: 1
lam = 1.55: nodes at E = D: 2, formula count: 2
lam = 2.45: nodes at E = D: 2, formula count: 2
lam = 2.55: nodes at E = D: 3, formula count: 3
lam = 1.5: nodes 1, |final log slope| rounded = 0.000000 (constant tail)
lam = 2.9: levels / B (grid) = 2.6500, 6.4500, 8.2500
lam = 2.9, a re = 1.0, y0 = 15.766: wall shift of v=0 / B = 0.041044 (series), 0.041044 (shooting)
D = 40000 cm^-1 = 4.9594 eV; a = 2.0 1/angstrom; mu = 1.0 u; re = 1.0 angstrom
hbar^2/(2 mu) = 16.85763 cm^-1 angstrom^2
V''(0) by finite difference = 320000 cm^-1/angstrom^2
B = we xe = 67.4305 cm^-1; second difference of grid levels = -134.8610 cm^-1
lam = 24.3558; lam - 1/2 = 23.8558; action at E = D over pi hbar = 24.3558
we = 3284.643 cm^-1 = 0.4072 eV; xe = 0.020529
bound states N = 24 (grid count 24), top level v = 23
v = 0: s = 23.8558, E formula = 1625.464, E grid = 1625.464 cm^-1
v = 1: s = 22.8558, E formula = 4775.247, E grid = 4775.247 cm^-1
v = 2: s = 21.8558, E formula = 7790.168, E grid = 7790.168 cm^-1
v = 5: s = 18.8558, E formula = 16025.766, E grid = 16025.766 cm^-1
v = 10: s = 13.8558, E formula = 27054.542, E grid = 27054.542 cm^-1
v = 22: s = 1.8558, E formula = 39767.779, E grid = 39767.779 cm^-1
v = 23: s = 0.8558, E formula = 39950.619, E grid = 39950.619 cm^-1
largest |formula - grid| over all bound levels = 8e-11 cm^-1
grid: 672 points, step 0.025 angstrom, x from -0.8 to 16.0 angstrom
zero-point energy = 1625.464 cm^-1 = 0.2015 eV; we/2 = 1642.322 cm^-1
fundamental = 3149.782 cm^-1 = 0.3905 eV
first overtone = 6164.704 cm^-1; last spacing = 182.840 cm^-1
D0 = 38374.536 cm^-1 = 4.7578 eV
we^2/(4 we xe) from three grid levels = 40000.00 cm^-1
top level binding = 49.381 cm^-1; decay length 1/(a s) = 0.5843 angstrom
spurious v = 24: s = -0.1442, formula E - D = -1.403 cm^-1
next grid level (box state): E - D = 0.776 cm^-1
at r = 0: V = 1.6328e+06 cm^-1, y0 = 359.93
wall shift of v = 0: 1.1e-89 cm^-1
wall shift of v = 23: 3.3e-79 cm^-1
```
